# Mass terms of spinless Dirac electrons on the honeycomb lattice, part 3

Spinless electrons on a honeycomb lattice (bond length $d$, hopping $-t$) obey, near the valleys $\mathbf K$ and $\mathbf K'=-\mathbf K$, $H_0(\mathbf q)=\hbar v\,(\alpha_x q_x+\alpha_y q_y)$. With Pauli matrices $\sigma_a$ for sublattice (A, B) and $\tau_a$ for valley,

$$\alpha_x=\tau_z\sigma_x,\qquad \alpha_y=\sigma_y,\qquad \hbar v=\tfrac32td .\tag{7}$$

A mass is a constant matrix $X$ that removes the cross term in

$$(H_0+\epsilon X)^2=(\hbar v q)^2+\epsilon^2X^2+\epsilon\hbar v\,\big(q_x\{\alpha_x,X\}+q_y\{\alpha_y,X\}\big).\tag{2}$$

The four masses (staggered, Haldane, two Kekulé), the matrices commuting with $H_0$, and the remaining products are

$$M_S=\sigma_z,\qquad M_H=\tau_z\sigma_z,\qquad M_1=\tau_x\sigma_x,\qquad M_2=\tau_y\sigma_x .\tag{9}$$

$$1,\qquad Q_1=\tau_x\sigma_y,\qquad Q_2=\tau_y\sigma_y,\qquad Q_3=\tau_z .\tag{10}$$

$$\alpha_x\{1,Q_1,Q_2,Q_3\}=\{\tau_z\sigma_x,\,-\tau_y\sigma_z,\,\tau_x\sigma_z,\,\sigma_x\},\qquad \alpha_y\{1,Q_1,Q_2,Q_3\}=\{\sigma_y,\,\tau_x,\,\tau_y,\,\tau_z\sigma_y\}.\tag{11}$$

With coefficients $m_S,m_H,m_1,m_2$, $|m|^2=m_S^2+m_1^2+m_2^2$ and $|m|\hat M$ the triplet part, the Hamiltonian splits into sectors $N=s=\pm1$:

$$N=\hat MM_H=\frac{m_2Q_1-m_1Q_2+m_SQ_3}{|m|}\tag{14}$$

$$H_s=\hbar v(q_x\alpha_x+q_y\alpha_y)+\mu_sM_H,\qquad \mu_s=m_H+s|m| .\tag{15}$$

$$E=\pm E_s,\qquad E_s=\sqrt{(\hbar vq)^2+(m_H+s|m|)^2},\qquad E_{\rm gap}=2\,\big||m_H|-|m|\big| .\tag{16}$$

The $Q_a$ generate an SU(2) that rotates the triplet $M_S,M_1,M_2$ and leaves $H_0$ unchanged. The second-order lattice correction to $H_0$ is

$$H_2(\mathbf q)=-\tfrac14\hbar vd\;\tau_z\big[(q_x^2-q_y^2)\,\alpha_x-2q_xq_y\,\alpha_y\big].\tag{8}$$

Second-neighbour hopping $t_2e^{\pm i\varphi}$ ($+$ for left turns) projects to

$$-3t_2\cos\varphi+m_HM_H,\qquad m_H=-3\sqrt3\,t_2\sin\varphi ,\tag{22}$$

and, for $\varphi=\pi/2$,

$$m_H(\mathbf q)=m_H\big(1-\tfrac34q^2d^2\big).\tag{23}$$

Bond hoppings $-(t+\delta t)$ give, with $\Delta=m_1-im_2$,

$$\delta t=\lambda\cos(\chi+\theta),\qquad \chi=\mathbf K\cdot(\mathbf r_A+\mathbf r_B).\tag{24}$$

$$\Delta=-\tfrac32\lambda e^{i\theta},\qquad m_1=-\tfrac32\lambda\cos\theta,\qquad m_2=+\tfrac32\lambda\sin\theta .\tag{26}$$

The middle levels at $\mathbf q=0$ meet at

$$|t_2|=\frac{|m|}{3\sqrt3\,|\sin\varphi|}.\tag{27}$$

The Kekulé pattern has a six-site large cell, used by the program for its checks; its zone centre also holds two $\mathbf k=0$ states at $\pm3t$. Of the lattice vectors $\mathbf a_1=(\sqrt3,0)d$ and $\mathbf a_2=(\sqrt3/2,3/2)d$, the first acts as

$$U_{\mathbf a_1}\tau_+U_{\mathbf a_1}^\dagger=\omega^2\tau_+=\omega^*\tau_+,\qquad \Delta\to\omega^*\Delta,\qquad m_1+im_2\to\omega\,(m_1+im_2),\tag{20}$$

with $\omega=e^{2\pi i/3}$, $\tau_+=(\tau_x+i\tau_y)/2$. It keeps $M_S$ and $M_H$.

The point group $C_{6v}$ about a hexagon centre contains rotations $C_3,C_2$ and mirrors $\Pi_x$ ($x\to-x$), $\Pi_y$ ($y\to-y$). In the symmetry table, $M_S$ breaks $C_2,\Pi_y$; $M_H$ breaks time reversal $T$ and both mirrors; $M_2$ breaks $C_2,\Pi_x$; $M_1$ breaks none of these. In the printed output, mx and my are $\Pi_x$ and $\Pi_y$, S is the sublattice operation and C the particle–hole operation.

### The Kekulé phase

The distinction between $M_1$ and $M_2$ depends on which hexagon is taken as origin, so the symmetry of a Kekulé state has to be stated for the complex amplitude $\Delta$. Modulo the large cell the translations form a group of three elements generated by $\mathbf a_1$, since $\mathbf a_2\equiv-\mathbf a_1$. With the twelve operations of $C_{6v}$ they form a group of 36 elements. Six point operations, those generated by $C_3$ and $\Pi_y$, keep both $m_1$ and $m_2$. The other six, among them $C_2$ and $\Pi_x$, reverse $m_2$ and send $\Delta$ to $\Delta^*$. Together with (20), the group acts on $\Delta$ through the six maps

$$\Delta\to\omega^j\Delta,\qquad \Delta\to\omega^j\Delta^*,\qquad j=0,1,2,\tag{28}$$

each realised by six elements. In terms of (24), $\mathbf a_1$ sends $\theta$ to $\theta-2\pi/3$ and $C_2$ sends $\theta$ to $-\theta$. A generic $\Delta$ is fixed only by the identity map, so six elements survive: the threefold rotations about the hexagon centre and the mirrors through bond midpoints. The map $\Delta\to\omega^j\Delta^*$ fixes $\Delta$ when $2\arg\Delta$ is a multiple of $2\pi/3$, and since $\arg\Delta=\theta+\pi$ for $\lambda>0$ the condition is

$$\theta\in\tfrac\pi3\,\mathbb Z .\tag{29}$$

Then twelve elements survive. Every twofold rotation of the lattice is $\mathbf r\to-\mathbf r+\mathbf a$ with a lattice vector $\mathbf a$, and modulo the large cell $\mathbf a=j\mathbf a_1$, so (29) is the condition for any inversion centre to exist. Each class contains a hexagon centre; for $j=1$, adding $3\mathbf a_1$ gives the centre $2\mathbf a_1$. For $\lambda>0$ and $\theta=0,\pm2\pi/3$ one bond type is strong, $t+\lambda$, and two are weak, $t-\lambda/2$: the strong bonds form isolated dimers. For $\theta=\pi,\pm\pi/3$ two types are strong and form closed rings on one hexagon in three. Each pattern has three translated copies. For other $\theta$, including the pure $M_2$ at $\theta=\pi/2$, the three hoppings differ and inversion is broken along with translation. By the table, $M_S$ and $M_H$ are each kept by six point operations times three translations, 18 elements. The program tests the counts 18, 18, 12 and 6 on the hoppings, and finds (29) in a scan of $\theta$ in steps of $15^\circ$.

The levels (16) do not depend on $\theta$, since a change of $\theta$ is a rotation generated by $Q_3$. The lattice keeps only the discrete maps (28), whose lowest invariants are $|\Delta|^2$ and $\mathrm{Re}\,\Delta^3\propto\cos3\theta$. Symmetry thus allows the total energy of the lattice to depend on $\theta$ from third order in $\lambda$; the coefficient is not fixed by this argument.

### Chern number

Let $|u\rangle$ be the cell-periodic part of a filled state, $\mathbf A=i\langle u|\nabla_{\mathbf q}u\rangle$, $F=\partial_xA_y-\partial_yA_x$, and let the Chern number $\mathcal C$ be the integral of $F$ over the zone, summed over filled bands and divided by $2\pi$. For a Fermi level in the gap the Hall conductance has magnitude $|\mathcal C|e^2/h$ by the TKNN formula. The operator $N$ does not depend on $\mathbf q$, so the sectors (15) contribute separately. In a sector, represent $(\alpha_x,\alpha_y,M_H)$ by the standard Pauli matrices and write $H_s=E_s(\sin\vartheta\cos\beta,\sin\vartheta\sin\beta,\cos\vartheta)\cdot\boldsymbol\sigma$, where $\beta$ is the polar angle of $\mathbf q$ and $\cos\vartheta=\mu_s/E_s$. The vector $u=(\sin\tfrac\vartheta2,\,-e^{i\beta}\cos\tfrac\vartheta2)$ has eigenvalue $-E_s$: the upper component of $H_su/E_s$ is $\cos\vartheta\sin\tfrac\vartheta2-\sin\vartheta\cos\tfrac\vartheta2=-\sin\tfrac\vartheta2$, and the lower is $e^{i\beta}(\sin\vartheta\sin\tfrac\vartheta2+\cos\vartheta\cos\tfrac\vartheta2)=e^{i\beta}\cos\tfrac\vartheta2$. In $\langle u|du\rangle$ the terms in $d\vartheta$ cancel, leaving $i\cos^2\tfrac\vartheta2\,d\beta$, so $\mathbf A\cdot d\mathbf q=-\cos^2\tfrac\vartheta2\,d\beta$. For $A=f(q)\,d\beta$ the curvature obeys $F\,d^2q=f'(q)\,dq\,d\beta$, and $f=-\tfrac12(1+\cos\vartheta)$. At $q=0$, $\cos\vartheta=\mathrm{sgn}\,\mu_s$. The flux through a disc of radius $q$ is

$$\int F\,d^2q=2\pi\,[f(q)-f(0)]=\pi\Big(\mathrm{sgn}\,\mu_s-\frac{\mu_s}{E_s(q)}\Big),\tag{30}$$

which tends to $\pi\,\mathrm{sgn}\,\mu_s$ for $\hbar vq\gg|\mu_s|$. Summing the sectors,

$$\mathcal C=\tfrac12\big[\mathrm{sgn}(m_H+|m|)+\mathrm{sgn}(m_H-|m|)\big].\tag{31}$$

The lattice value includes the rest of the zone and the lowest of the three filled bands. Scale all masses by a factor that tends to zero. For small masses the gap stays open, so the integer $\mathcal C$ does not change. Inside a fixed small disc the flux tends to the sum of the limits of (30), up to corrections that vanish with the radius. Outside it the filled states tend to those of the unperturbed lattice, where $T$ requires $F(-\mathbf q)=-F(\mathbf q)$ and $C_2$ requires $F(-\mathbf q)=F(\mathbf q)$, so that $F=0$. Equation (31) is therefore the lattice Chern number for masses small against $t$, and for larger ones as long as, on the way, the gap has closed only between the four levels of (16). It can also close elsewhere in the zone, or at $\mathbf q=0$ against one of the two $\mathbf k=0$ states, which move by $6t_2\cos\varphi$ while the four levels move by $-3t_2\cos\varphi$. For $\varphi=0.3$, $\lambda=0.1t$, $\theta=0.4$ (angles in radians) and $m_S=0$ this happens near $t_2=0.40t$, and just beyond it $\mathcal C=-2$ although (31) gives $-1$. It equals $\mathrm{sgn}\,m_H$ for $|m_H|>|m|$ and zero for $|m_H|<|m|$. The insulators with a dominant triplet mass are all connected without closing the gap, whatever lattice symmetries they break, and they are separated from the two Haldane insulators by the cone $|m_H|=|m|$. This agrees with the table, since a Hall conductance is odd under $T$ and under mirrors and even under rotations and translations, as $M_H$ alone is. The program tests (31), sign included, by summing gauge-invariant plaquette fluxes of the three filled bands over the zone of the six-site model.

### A gap without a mass

Single products outside (9) leave the spectrum gapless, but this does not carry over to all combinations of them. Consider

$$V=g\,\tau_y\,\frac{1+\sigma_z}{2}+u\,\tau_z=\frac g2\,\alpha_yQ_2-\frac g2\,\alpha_xQ_1+uQ_3 ,\tag{32}$$

where (11) was used. It has no component along any mass. The first term couples the valleys on the A sites only, as an on-site modulation of that sublattice would, and the second shifts the valleys oppositely and breaks $T$. In $H_0+V$ the nonzero couplings form an open chain, $\mathbf KB$–$\mathbf KA$–$\mathbf K'A$–$\mathbf K'B$, with moduli $p,g,p$, where $p=\hbar vq$. A chain without a loop allows all phases to be absorbed in the basis states, so the levels depend on $|\mathbf q|$ only. The diagonal is $(u,u,-u,-u)$, the structure of the biased bilayer. Expanding the tridiagonal determinant about the middle link,

$$\big[(E-u)^2-p^2\big]\big[(E+u)^2-p^2\big]-g^2(E-u)(E+u)=0 .\tag{33}$$

With $x=E^2$ the product of brackets is $(x-u^2)^2-2p^2(x+u^2)+p^4$, and (33) becomes $x^2-x(2u^2+2p^2+g^2)+(u^2-p^2)^2+g^2u^2=0$. A quarter of the discriminant is $(u^2+p^2+g^2/2)^2-(u^2-p^2)^2-g^2u^2=g^4/4+p^2\Gamma$ with $\Gamma=g^2+4u^2$. The lower root is

$$x_-=u^2+p^2+\tfrac12g^2-\sqrt{\tfrac14g^4+p^2\Gamma}.\tag{34}$$

It is a convex function of $p^2$, and its derivative vanishes when the square root equals $\Gamma/2$, at $p^2=(\Gamma^2-g^4)/4\Gamma=2u^2(g^2+2u^2)/\Gamma$. There $x_-=u^2+g^2/2-\Gamma/4-g^4/4\Gamma=\tfrac14g^2(1-g^2/\Gamma)=g^2u^2/\Gamma$. The levels come in pairs $\pm E$, so

$$E_{\rm gap}=\frac{2|ug|}{\sqrt{g^2+4u^2}} .\tag{35}$$

The gap vanishes if either $g$ or $u$ does, and its minimum lies on a ring and not at $\mathbf q=0$. The enumeration (9) is therefore complete for masses in the sense of (2), not for all constant terms that can gap the cones. The program tests (35) by numerical minimisation along three directions of $\mathbf q$.

### Worked example

Take round model parameters $t=3$ eV and $d=0.14$ nm, which are of the rough size found in graphene, and chosen perturbations $m_S=0.12$ eV, $\lambda=0.06$ eV, $\theta=45^\circ$, $\varphi=90^\circ$. The perturbations describe no particular sample. The numbers refer to the model, not to a material, and five decimals are kept so that the Dirac and lattice calculations of the same model can be compared. From (7), $\hbar v=1.5\times3\times0.14=0.63$ eV nm, or $v\approx9.6\times10^5$ m/s.

The three hoppings are $3+0.06\cos45^\circ=3.04243$ eV, $3+0.06\cos165^\circ=2.94204$ eV and $3+0.06\cos(-75^\circ)=3.01553$ eV. They all differ, as $45^\circ$ does not satisfy (29). From (26), $|\Delta|=1.5\times0.06=0.09$ eV, $m_1=-0.06364$ eV and $m_2=+0.06364$ eV. The triplet has length $|m|=\sqrt{0.12^2+0.09^2}=0.15$ eV, and (27) puts the transition at $t_2=0.15/3\sqrt3=0.02887$ eV. The program tests that the lattice gap at $\mathbf q=0$ closes there.

For $t_2=0.02$ eV, (22) gives $m_H=-3\sqrt3\times0.02=-0.10392$ eV, so $\mu_+=+0.04608$ eV and $\mu_-=-0.25392$ eV. The signs are opposite and (31) gives $\mathcal C=0$. The gap is $2\times0.04608$ eV, about 92 meV; the smallest direct gap on the lattice grid is $0.09215$ eV and the plaquette sum gives $0$. For $t_2=0.04$ eV, $m_H=-0.20785$ eV, $\mu_+=-0.05785$ eV and $\mu_-=-0.35785$ eV. Both are negative, $\mathcal C=-1$, and the gap is $2\times0.05785$ eV, about 116 meV; the lattice gives $0.11569$ eV and $-1$. The two states break the same symmetries and have gaps of similar size, and they differ in the sign of $\mu_+$.

At $q=0.1$ nm$^{-1}$ along $x$, $\hbar vq=0.063$ eV and $qd=0.014$. For $t_2=0.02$ eV, (16) gives $E_+=\sqrt{0.063^2+0.04608^2}=0.07805$ eV and $E_-=\sqrt{0.063^2+0.25392^2}=0.26162$ eV, against $0.07792$ and $0.26165$ eV on the lattice. For $t_2=0.04$ eV the Dirac values are $0.08553$ and $0.36335$ eV, against $0.08538$ and $0.36335$ eV. The largest differences, $1.36\times10^{-4}$ and $1.50\times10^{-4}$ eV, occur in the inner levels and are about $0.2\%$ of those levels.

These differences follow from (8) and (23) in first-order perturbation theory. Along $x$, $H_2=-\tfrac14\hbar vq\,(qd)\,Q_3\alpha_x$. By (14), $Q_3$ is $(m_S/|m|)N$ plus a part that anticommutes with $N$ and has no element within a sector, so in sector $s$ it acts as $s\,m_S/|m|$. In the upper level of (15), $\langle\alpha_x\rangle=\hbar vq/E_s$ and $\langle M_H\rangle=\mu_s/E_s$. Hence

$$\delta E_s\simeq-s\,\frac{m_S}{|m|}\,\frac{\hbar vq\,(qd)}{4}\,\frac{\hbar vq}{E_s}-\frac34(qd)^2\,\frac{m_H\mu_s}{E_s}.\tag{36}$$

When $q$ and all masses are scaled by a common factor, the first term is of second order in it. It is the only such term within the four-state space, because neither the Haldane nor the Kekulé term has a part linear in $\mathbf q$; coupling to the states at $\pm3t$ vanishes at $\mathbf q=0$, is of order $\lambda qd$, and enters squared and divided by $t$. The second term of (36) is of third order, and other third-order terms are left out. The program tests the order of the leading error and finds the exponents $2.00$ and $2.01$; it does not test the coefficients in (36), which are compared here by hand. The prefactors are $0.8\times0.063\times0.014/4=1.76\times10^{-4}$ eV and $0.75\times0.014^2=1.47\times10^{-4}$. For $t_2=0.02$ eV and $s=+1$ the terms are $-1.76\times10^{-4}\times0.063/0.07805=-1.42\times10^{-4}$ eV and $+1.47\times10^{-4}\times0.10392\times0.04608/0.07805=+0.09\times10^{-4}$ eV, together $-1.33\times10^{-4}$ eV, where the lattice level lies $1.36\times10^{-4}$ eV below the Dirac one. For $t_2=0.04$ eV and $s=+1$ they are $-1.30\times10^{-4}$ and $-0.21\times10^{-4}$ eV, together $-1.51\times10^{-4}$ eV, against $1.50\times10^{-4}$ eV below. For $t_2=0.04$ eV and $s=-1$ they are $+0.31\times10^{-4}$ and $-0.30\times10^{-4}$ eV. The agreement of the outer level to five decimals is thus a cancellation between terms of different order at these parameter values. The first term of (36) depends on the direction of the triplet through $m_S/|m|$, and it measures how the lattice breaks the SU(2) symmetry of the linear theory.

For the term (32) with $g=0.2$ eV and $u=0.05$ eV, $\Gamma=0.04+0.01=0.05$ eV$^2$. Equation (35) gives $2\times0.05\times0.2/\sqrt{0.05}=0.08944$ eV, about 89 meV, on the ring $p=\sqrt{2\times0.0025\times0.045/0.05}=0.0671$ eV, and the numerical minimisation returns both values.

## Numbers as computed

```
dimension of mass space: 4
single products (tau,sigma) that gap: 0z xx yx zz
parity   T a1 C3 C2 mx my  S  C  (0 = mixed)
MS      1  1  1 -1  1 -1 -1 -1
MH     -1  1  1  1 -1 -1 -1  1
M1      1  0  1  1  1  1  1  1
M2      1  0  1 -1 -1  1  1  1
a1 rotates (m1,m2) by 120.0 deg
kept T a1 C2 -> allowed: []
kept a1 C2 -> allowed: ['MH']
kept T C2 -> allowed: ['M1']
kept T a1 -> allowed: ['MS']
kept T my -> allowed: ['M1', 'M2']
stabiliser orders of 36 (S, H, Kek th=0, Kek th=45deg): 18 18 12 6
theta (deg, 15 deg scan) with a C2 centre: 0 60 120 180 240 300
t = 3.0 eV, d = 0.14 nm, mS = 0.12 eV, lam = 0.06 eV
theta = 45 deg, phi = 90 deg, q = 0.1 1/nm along x
hbar v = 0.6300 eV nm, v = 9.5714e+05 m/s, hbar v q = 0.0630 eV
bond hoppings (eV): 2.94204 3.01553 3.04243
m1 = -0.06364 eV, m2 = 0.06364 eV, |Delta| = 0.09000 eV, |m| = 0.15000 eV
critical t2 = 0.02887 eV
t2 = 0.02 eV: mH = -0.10392 eV, mH+|m| = 0.04608 eV, mH-|m| = -0.25392 eV
  lattice gap = 0.09215 eV = 92.2 meV, Chern number = 0
  E Dirac   (eV): -0.26162 -0.07805 0.07805 0.26162
  E lattice (eV): -0.26165 -0.07792 0.07792 0.26165
  max difference = 1.36e-04 eV, order of error = 2.00
t2 = 0.04 eV: mH = -0.20785 eV, mH+|m| = -0.05785 eV, mH-|m| = -0.35785 eV
  lattice gap = 0.11569 eV = 115.7 meV, Chern number = -1
  E Dirac   (eV): -0.36335 -0.08553 0.08553 0.36335
  E lattice (eV): -0.36335 -0.08538 0.08538 0.36335
  max difference = 1.50e-04 eV, order of error = 2.01
no-mass case g = 0.2 eV, u = 0.05 eV: gap = 0.08944 eV at hbar v q = 0.0671 eV
```
